# Top subband of a four-layer film with a weakened central bond

## Problem

A film consists of four identical semiconductor layers, numbered 1 to 4 from bottom to top. Each layer supplies one valence band, whose maximum in an isolated layer is taken as the zero of energy. Electrons hop between adjacent layers. Coupling splits the valence band into four subbands, and the *top subband shift* is the height of the highest subband edge above the isolated-layer edge.

In film A all three interlayer hoppings are 0.30 eV. In film B the hopping between layers 2 and 3 is reduced to 0.10 eV, while the two outer hoppings stay at 0.30 eV.

(a) Show that the top subband shift falls from 0.485 eV in film A to 0.354 eV in film B.

(b) The central hopping drops by two thirds, but the shift drops by much less. Account for this with the amplitudes of the top state.

(c) Estimate how far effects missing from the model could move the fall.

## Hints

1. If the interlayer hopping does not depend on the in-plane momentum, the in-plane and vertical motions separate. What remains is a chain of four sites.
2. The chain looks the same when read from either end. Its states can therefore be chosen even or odd under reversal, and four equations reduce to two.
3. Each parity gives a quadratic equation. Compare all four roots before naming the highest.
4. For part (b), write the energy of the top state as a sum over bonds.
5. For part (c), add one missing term at a time to both films and compare the changes. A term that moves both edges equally leaves the fall unchanged.

## Solution

### From the film to a chain

Let $\psi_l(\mathbf r)$ be the amplitude in layer $l$ at in-plane position $\mathbf r$. The operator $h$ describes motion within one layer, with $h\chi_{\mathbf k}=\varepsilon(\mathbf k)\chi_{\mathbf k}$. The band maximum is taken at $\mathbf k=0$, so $\varepsilon(0)=0$ is the largest value of $\varepsilon$. With $\tau_{l,l'}$ the hopping between adjacent layers,

$$h\psi_l+\sum_{l'}\tau_{l,l'}\psi_{l'}=E\psi_l .$$

This form assumes equal layer energies, orthogonal layer orbitals, no vertical field and hopping independent of $\mathbf k$. Insert $\psi_l=c_l\chi_{\mathbf k}$ and divide out the common factor $\chi_{\mathbf k}$:

$$\varepsilon(\mathbf k)c_l+\sum_{l'}\tau_{l,l'}c_{l'}=Ec_l .$$

If $\lambda_n$ is an eigenvalue of the hopping matrix, then

$$E_n(\mathbf k)=\varepsilon(\mathbf k)+\lambda_n .$$

The four vertical states, combined with the complete set of in-plane states, span all states of the model, so no subband is missing. Each subband is a copy of the single-layer band moved by $\lambda_n$. The in-plane mass, isotropic or not, has no influence on the shift, which is the largest $\lambda_n$.

Call the outer hopping $t$ and the central hopping $u$. Both can be taken as positive: if a hopping is negative, reversing the sign of every orbital above that bond makes it positive and leaves the other bonds alone. This changes the signs of amplitudes but no energy.

### Using the mirror symmetry

The four layer equations are

$$\lambda c_1=tc_2,\qquad \lambda c_2=tc_1+uc_3,$$

$$\lambda c_3=uc_2+tc_4,\qquad \lambda c_4=tc_3 .$$

Exchanging layers 1 with 4 and 2 with 3 maps this set onto itself. We may therefore look for states with

$$c_4=pc_1,\qquad c_3=pc_2,\qquad p=\pm1 .$$

The even states ($p=+1$) and the odd states ($p=-1$) each have two free amplitudes, which together account for all four dimensions. The last two layer equations now repeat the first two, leaving

$$\lambda c_1=tc_2,\qquad \lambda c_2=tc_1+puc_2 .$$

Multiply the second equation by $\lambda$ and replace $\lambda c_1$ by $tc_2$:

$$\lambda^2c_2=t^2c_2+pu\lambda c_2 .$$

The amplitude $c_2$ cannot vanish, because the second equation would then give $c_1=0$ and no state would be left. Dividing by $c_2$ gives

$$\lambda^2-pu\lambda-t^2=0 .$$

Define $s=\sqrt{t^2+u^2/4}$. The quadratic formula, with $p^2=1$, gives

$$\lambda=\frac{pu}{2}\pm s .$$

Since $s>u/2$, the two roots with $+s$ are positive and the two with $-s$ are negative. The positive ones are $s+u/2$ (even) and $s-u/2$ (odd). The even one is higher, so

$$\boxed{E_{\rm top}=\frac u2+\sqrt{t^2+\frac{u^2}{4}}}$$

The next subband lies lower by $(s+u/2)-(s-u/2)=u$. Within this model, the central hopping can thus be read directly from the splitting of the top pair. In a real film the reading is only approximate. If the outer hoppings of film B were 0.33 and 0.27 eV instead of equal, for example, the splitting would be 0.117 eV, although the central hopping is 0.10 eV.

### Part (a): the two films

For film A, $t=u=0.30$ eV:

$$E_A=0.15+\sqrt{0.0900+0.0225}=0.15+0.3354=0.4854\ {\rm eV}.$$

For film B, $t=0.30$ eV and $u=0.10$ eV:

$$E_B=0.05+\sqrt{0.0900+0.0025}=0.05+0.3041=0.3541\ {\rm eV}.$$

Rounded to three decimals, these are the required 0.485 and 0.354 eV. The fall is 0.1313 eV, or about 131 meV. The complete sets of levels are $\pm0.4854$ and $\pm0.1854$ eV in film A, and $\pm0.3541$ and $\pm0.2541$ eV in film B. The second subband edge therefore rises while the first falls, and their splitting shrinks from 0.30 to 0.10 eV.

Two cases show how the formula behaves. For equal hoppings it becomes $E_{\rm top}=t(1+\sqrt5)/2$, so the shift of a uniform film is proportional to its hopping. For $u\gg t$, expand the root:

$$\sqrt{\frac{u^2}{4}+t^2}=\frac u2\sqrt{1+\frac{4t^2}{u^2}}\simeq\frac u2+\frac{t^2}{u},$$

which gives $E_{\rm top}\simeq u+t^2/u$. Layers 2 and 3 then form a strongly coupled pair with energy $u$, and the outer layers add a small correction.

### Part (b): why the fall is moderate

For any normalized state, the energy is the sum of $c_l\tau_{l,l'}c_{l'}$ over ordered pairs of neighbours, so each bond counts twice. In the top state $c_3=c_2$ and $c_4=c_1$. The two outer bonds give $2\times2tc_1c_2$ and the central bond gives $2uc_2^2$:

$$E_{\rm top}=4tc_1c_2+2uc_2^2 .$$

The first layer equation fixes the ratio $r=c_2/c_1=E_{\rm top}/t$. Normalization requires $2c_1^2+2c_2^2=1$, so

$$c_1=\frac{1}{\sqrt{2(1+r^2)}},\qquad c_2=rc_1 .$$

The results are:

| Quantity | Film A | Film B |
|---|---:|---:|
| $c_1$ | 0.3717 | 0.4571 |
| $c_2$ | 0.6015 | 0.5395 |
| Outer bonds (eV) | 0.2683 | 0.2959 |
| Central bond (eV) | 0.2171 | 0.0582 |

The central bond loses $0.2171-0.0582=0.1589$ eV. The outer bonds gain $0.2959-0.2683=0.0276$ eV, although their hopping has not changed. The gain comes from the amplitudes: weight moves from the inner to the outer layers, the two become more nearly equal, and the product $c_1c_2$ grows. The net loss is 0.1313 eV.

So there are two reasons for the moderate fall. More than half of the shift in film A comes from the outer bonds, which are left intact, and the state readjusts to make better use of them.

The readjustment can be isolated by a straight-line estimate. Write the hopping matrix as $H$ and the normalized real top state as the column $c$, so that $E_{\rm top}=c^{T}Hc$. Differentiating with respect to $u$ at fixed $t$ gives

$$\frac{dE_{\rm top}}{du}=c^{T}\frac{dH}{du}c+2\frac{dc^{T}}{du}Hc .$$

Because $Hc=E_{\rm top}c$, the last term equals $E_{\rm top}\,d(c^{T}c)/du$. It vanishes because $c^{T}c=1$. The matrix $dH/du$ has entries 1 between layers 2 and 3 and zeros elsewhere, so

$$\frac{dE_{\rm top}}{du}=2c_2c_3=2c_2^2 .$$

In film A this slope is 0.7236. Reducing $u$ by 0.20 eV with frozen amplitudes would lower the energy by $0.7236\times0.20=0.1447$ eV. The true fall is smaller by 0.0134 eV, which is the energy recovered by readjustment. The straight-line estimate is too large by about 10% of the true fall.

The sign of this error follows from the curvature. Differentiating the closed formula, with $ds/du=u/(4s)$, gives

$$\frac{dE_{\rm top}}{du}=\frac12+\frac{u}{4s},$$

$$\frac{d^2E_{\rm top}}{du^2}=\frac{1}{4s}-\frac{u}{4s^2}\frac{u}{4s}
=\frac{1}{4s}\left(1-\frac{u^2}{4s^2}\right)=\frac{t^2}{4s^3}>0 .$$

The last equality uses $s^2-u^2/4=t^2$. The curve bends upward, so its tangent at film A lies below it at film B and overstates the fall.

### Part (c): what the model leaves out

The parameters lie in the rough regime of few-layer black phosphorus: hoppings of a few tenths of an eV, a layer spacing near 0.5 nm and a single-layer gap near 2 eV. They are round inputs, not fitted data. The central value of 0.10 eV is not typical of a regular stack, whose interfaces are alike. It stands for an interface that has been altered, for example by a wider gap between layers 2 and 3.

Six missing effects were sized by adding each one separately to the matrix of each film and diagonalizing numerically. The strengths are assumed:

- **Second-neighbour hopping:** 0.010 eV between layers 1 and 3 and between 2 and 4. Both paths cross the central interface, so the value is scaled by $u/t$ to 0.0033 eV in film B.
- **Inner-layer offset:** the site energies of layers 2 and 3 are raised by 0.020 eV, equally in both films.
- **Orbital overlap:** $-0.020$ on the outer bonds, scaled by $u/t$ on the central one. The hopping matrix elements keep their values, measured with the isolated-layer edge as the zero of energy. The sign is that of a top state which is antibonding between layers, when orbital signs are chosen to make the hoppings positive.
- **Vertical field:** 0.3 MV/cm inside the film, which over 0.5 nm gives an energy step of 0.015 eV per layer. The field's potential energy is set to zero midway between layers 2 and 3.
- **Conduction band:** one extra level per layer, 2.0 eV above the valence edge. It couples to the valence orbitals of adjacent layers by 0.050 eV across outer bonds, scaled by $u/t$ across the central one. The couplings to the layer above and to the layer below are given the same sign; with opposite signs the change of the fall shrinks from −0.0022 to −0.0002 eV. Hopping among the conduction levels is omitted.
- **Relaxation:** the outer hoppings rise by 5% in film B and stay fixed in film A.

The changes, in eV, are:

| Effect | Edge A | Edge B | Fall |
|---|---:|---:|---:|
| Second neighbour | +0.0090 | +0.0033 | +0.0057 |
| Inner offset | +0.0146 | +0.0118 | +0.0028 |
| Overlap | +0.0162 | +0.0086 | +0.0077 |
| Field | +0.0006 | +0.0022 | −0.0016 |
| Conduction band | −0.0043 | −0.0021 | −0.0022 |
| Relaxation | 0 | +0.0148 | −0.0148 |

The last column is the change in A minus the change in B, taken before rounding. The largest entry comes from the assumption that the outer bonds ignore what happens at the centre. A 5% rise of their hopping would reduce the fall by about 11%. The entry for the inner offset is small only because both films are given the same offset. If the altered interface raised layers 2 and 3 by 0.020 eV in film B alone, the fall would shrink by 0.0118 eV. The magnitudes in the last column add up to 0.0347 eV, about a quarter of the fall of 0.1313 eV. For these strengths the fall survives, but already its second decimal is uncertain for a real film; the further digits belong to the model alone. The sum is not a strict bound, since the strengths are assumed and the effects were not combined.

The conduction-band strength in particular is small for a layer built like black phosphorus. Let each layer have two sublayer orbitals, with valence state $(1,1)/\sqrt2$ and conduction state $(1,-1)/\sqrt2$, and let a hopping $w$ join only the facing sublayers of adjacent layers. Then the valence levels are coupled by $w/2$, the conduction levels by $-w/2$, and valence to conduction by $\pm w/2$, with opposite signs upward and downward. All three couplings have the same size. With $w/2$ equal to the hoppings of the two films and a gap of 2.0 eV, the edges become 0.437 and 0.320 eV and the fall 0.117 eV. This change of −0.014 eV is as large as the largest entry of the table. The top-pair splittings become 0.358 and 0.128 eV, so they no longer equal the central hopping.

Temperature enters through the occupation of the subbands. For dilute holes, the population of subband $n$ is proportional to $\sum_{\mathbf k}\exp\{[\varepsilon(\mathbf k)+\lambda_n]/k_BT\}$. The sum over $\varepsilon(\mathbf k)$ is common to all subbands. The second-to-first population ratio is therefore $\exp(-u/k_BT)$. At 300 K, where $k_BT=0.0259$ eV, it is about $9\times10^{-6}$ in film A and 0.02 in film B. Weakening the central bond thus brings a second subband within thermal reach, though it still holds only about 2% as many holes as the first. This figure needs nondegenerate holes. For an in-plane mass of 0.3 electron masses, Fermi statistics give a ratio of 0.024 in film B at a total density of $10^{12}$ cm⁻² and 0.10 at $10^{13}$ cm⁻².

The calculation concerns one valence edge. A change of the optical gap would also require the shift of the conduction edge and the attraction between electron and hole. If the hopping depends on $\mathbf k$, the formula still gives the energy at $\mathbf k=0$ with the hoppings found there, but it gives the subband edge only if the maximum remains at that point.

## Variation 1: weaken an outer bond instead

*Reduce the hopping between layers 1 and 2 to 0.10 eV and keep the other two at 0.30 eV. Is the fall larger or smaller?*

The mirror symmetry is lost, so name the three hoppings $a$, $b$ and $d$ from bottom to top. For $\lambda\neq0$ the end equations give $c_1=ac_2/\lambda$ and $c_4=dc_3/\lambda$. Inserting these into the two inner equations yields

$$\left(\lambda-\frac{a^2}{\lambda}\right)c_2=bc_3,\qquad
\left(\lambda-\frac{d^2}{\lambda}\right)c_3=bc_2 .$$

Neither $c_2$ nor $c_3$ can vanish: if one did, these equations would make the other vanish too, and the end amplitudes with them. Multiply the two equations, cancel $c_2c_3$ and multiply by $\lambda^2$:

$$(\lambda^2-a^2)(\lambda^2-d^2)=b^2\lambda^2 .$$

Expanding gives a quadratic equation for $\lambda^2$,

$$\lambda^4-(a^2+b^2+d^2)\lambda^2+a^2d^2=0 .$$

With $a=0.10$ eV and $b=d=0.30$ eV, the sum of squares is 0.19 eV² and $a^2d^2=0.0009$ eV⁴. The larger root is

$$\lambda^2=\frac{0.19+\sqrt{0.19^2-4\times0.0009}}{2}=0.1851\ {\rm eV}^2 ,$$

so $E_{\rm top}=0.4303$ eV. The fall from film A is 0.0551 eV, less than half of the 0.1313 eV found for the central bond.

The amplitudes of film A indicate part of the reason. The slope of the energy with respect to one outer hopping is $2c_1c_2=0.447$, by the same argument as before, against $2c_2^2=0.7236$ for the central one. The top state is largest on the inner layers, so it depends most on the bond between them. With frozen amplitudes, the falls would be 0.0894 eV for the outer bond and 0.1447 eV for the central one. Readjustment supplies the rest of the difference: it recovers 0.0343 eV when the outer bond is weakened, but only 0.0134 eV for the central bond.

## Variation 2: cut the central bond completely

*Set $u=0$ with the outer hoppings at 0.30 eV. What remains of the shift, and how does a small $u$ restore it?*

The formula gives $E_{\rm top}=t=0.3000$ eV, the shift of a separate two-layer film. There are two such films, so the top level is doubly degenerate. The fall from film A is $0.4854-0.3000=0.1854$ eV.

Now switch on a small $u$. Each bilayer has the top state $(1,1)/\sqrt2$. The central bond connects one layer of each, so it couples the two states by

$$\frac{1}{\sqrt2}\,u\,\frac{1}{\sqrt2}=\frac u2 .$$

Two degenerate levels coupled by $u/2$ split into $t+u/2$ and $t-u/2$. Expanding the square root in the full formula for $u\ll t$ adds the next term:

$$E_{\rm top}\simeq t+\frac u2+\frac{u^2}{8t}.$$

For film B the first two terms give 0.3500 eV, and the full result is higher by 0.0041 eV. Film B is therefore well described as two weakly coupled bilayers. Joining two bilayers with the full hopping raises the edge by 0.1854 eV, while the weakened bond raises it by 0.0541 eV, about 29% of that amount. Although film B has four layers, its top valence edge lies closer to that of a bilayer than to that of a uniform four-layer film.
